# Dielectric constant from dipole fluctuations under conducting and vacuum Ewald boundaries

**Q:** You simulate a few hundred rigid polar molecules with no applied field, and from the jitter of their total dipole you claim to read off a static dielectric constant. Before I object, tell me what that constant means here.

**A:** It means the ratio that defines it in a macroscopic sample. Take $N$ molecules with fixed dipoles $\boldsymbol\mu_i$ in a cubic cell of volume $V$ at temperature $T$. The cell dipole is $\mathbf M=\sum_i\boldsymbol\mu_i$ and the polarization is $\mathbf P=\langle\mathbf M\rangle/V$. In SI units, for weak fields,

$$\mathbf P=\varepsilon_0(\varepsilon-1)\mathbf E. \tag{1}$$

Here $\mathbf E$ is the Maxwell field: the field inside the sample, averaged over many molecules, including the part made by the sample itself. I assume classical statistics, no induced dipoles, no ions, and an isotropic phase whose mean dipole vanishes without a field.

**Q:** Your cell is repeated periodically. Where is the sample, and where is its surface?

**A:** That has to be specified, because the sum over copies does not settle it. The interaction of two dipoles falls as $1/r^3$, while the number of copies between $r$ and $r+dr$ grows as $r^2dr$. The sum of magnitudes therefore behaves as $\int dr/r$ and diverges. What remains finite, through cancellation between directions, depends on the shape of the region summed and on what lies outside it.

I take a very large sphere of copies, of radius $a$, embedded in a continuum of dielectric constant $\varepsilon'$. Vacuum is $\varepsilon'=1$; a conductor is the limit $\varepsilon'\to\infty$.

**Q:** Then compute the field in that sphere. I want the boundary conditions, not a remembered depolarization factor.

**A:** Let the sphere have uniform polarization $P$ along $z$, and let a remote field $E_0$ along $z$ be applied in the outer medium. Try a uniform field $E$ inside:

$$\phi_{\rm in}=-Er\cos\theta,\qquad \phi_{\rm out}=\left(-E_0r+\frac{B}{r^2}\right)\cos\theta .$$

Both solve Laplace's equation. Continuity of the potential at $r=a$ gives $-Ea=-E_0a+B/a^2$, so $B=a^3(E_0-E)$.

The normal component of the displacement is also continuous. Inside it is $(\varepsilon_0E+P)\cos\theta$. Outside it is $-\varepsilon'\varepsilon_0\,\partial\phi_{\rm out}/\partial r=\varepsilon'\varepsilon_0(E_0+2B/a^3)\cos\theta$. Inserting $B$,

$$\varepsilon_0E+P=\varepsilon'\varepsilon_0(3E_0-2E).$$

Collecting the terms in $E$ gives $(2\varepsilon'+1)E=3\varepsilon'E_0-P/\varepsilon_0$, or

$$E=E_c-\frac{P}{\varepsilon_0(2\varepsilon'+1)},\qquad E_c=\frac{3\varepsilon'}{2\varepsilon'+1}E_0. \tag{2}$$

$E_c$ is the cavity field, present when $P=0$. The second term is the field due to the sample's own polarization, including the reaction of the medium. It opposes $P$. In vacuum it is $-P/(3\varepsilon_0)$; for conducting surroundings it vanishes, because charge on the conductor cancels the surface charge of the sphere.

**Q:** A conductor also keeps out a remote field. How do you apply any field in that case?

**A:** By fixing the potential on the wall of the cavity. A wall held at $-E_ca\cos\theta$ produces the uniform field $E_c$ inside, whatever uniform polarization the sample has. In a simulation one adds $-\mathbf M\cdot\mathbf E_c$ to the energy. So I treat $E_c$ as the controlled quantity in every case, and $E_0$ is no longer needed.

**Q:** How does the surface enter the energy of one cell?

**A:** Set $E_c=0$ and give every copy the same dipole $\mathbf M$, so $\mathbf P=\mathbf M/V$. The surface then contributes the field $\mathbf E_d=-\mathbf M/[\varepsilon_0V(2\varepsilon'+1)]$. Build the dipoles up in proportion, from $0$ to $\mathbf M$, with a factor $\lambda$. At stage $\lambda$ the field is $\lambda\mathbf E_d$, and adding $\mathbf M\,d\lambda$ costs $-\lambda\,\mathbf M\cdot\mathbf E_d\,d\lambda$. Since $\int_0^1\lambda\,d\lambda=1/2$, the cost per cell is

$$U_{\rm surf}=-\tfrac12\mathbf M\cdot\mathbf E_d=\frac{M^2}{2\varepsilon_0V(2\varepsilon'+1)}. \tag{3}$$

It is positive, so it discourages a large cell dipole. In vacuum it equals $M^2/(6\varepsilon_0V)$. For a conductor it is zero.

**Q:** An Ewald program contains no metal. Why is its usual sum, with the $\mathbf k=0$ term left out, the conducting case?

**A:** Because its potential is periodic. The field averaged over a cell is

$$-\frac1V\int_V\nabla\phi\,d^3r=-\frac1V\oint\phi\,d\mathbf A=0,$$

since opposite faces carry equal potentials and opposite outward normals. Here each dipole is regarded as a close pair of charges, so that $\phi$ is defined throughout the cell. The average field thus vanishes for any $\mathbf M$, which is what equation (2) gives with $E_c=0$ and $\varepsilon'\to\infty$.

For another $\varepsilon'$ the nearby dipoles are the same, and the potential differs through the distant surface alone. For a very large sphere that difference is linear in position near the centre, which is a uniform field. Hence

$$U=U_{\rm tinfoil}+\frac{M^2}{2\varepsilon_0V(2\varepsilon'+1)}. \tag{4}$$

**Q:** Conditionally convergent sums have a way of defeating such arguments. Did you add up the copies?

**A:** Yes, for five dipoles with random positions and orientations in a cell of edge $L$. With energies in units of $\mu^2/(4\pi\varepsilon_0L^3)$, the tin-foil Ewald sum gives $-137.36908$. A direct sum over a large sphere of cells in vacuum gives $-133.17249$. The difference is $4.19659$, and $M^2/(6\varepsilon_0V)$ gives $4.19660$. The surface term is therefore what separates the two sums.

**Q:** Now bring in the fluctuations. Why should a dipole that moves at random know how the liquid responds to a field?

**A:** Because the same Boltzmann weight governs both. With the field along $z$ the energy is $U-M_zE_c$. It contains $E_c$, because the response of the surroundings to $\mathbf M$ is already in $U$; using the full Maxwell field would count it twice.

Write $\beta=1/(k_BT)$. The angular momenta integrate out without any dependence on the field. To first order, $e^{\beta M_zE_c}=1+\beta M_zE_c$, so

$$\langle M_z\rangle_{E_c}=\frac{\langle M_z\rangle+\beta E_c\langle M_z^2\rangle}{1+\beta E_c\langle M_z\rangle},$$

where averages on the right are taken without the field. Expanding the denominator to the same order,

$$\langle M_z\rangle_{E_c}=\langle M_z\rangle+\beta E_c\left(\langle M_z^2\rangle-\langle M_z\rangle^2\right).$$

In an isotropic phase $\langle M_z\rangle=0$ and the three components have equal variance, so $\langle M_z^2\rangle=\langle M^2\rangle/3$. Dividing by $V$,

$$P=\varepsilon_0\,g\,E_c,\qquad g=\frac{\langle M^2\rangle-|\langle\mathbf M\rangle|^2}{3\varepsilon_0Vk_BT}. \tag{5}$$

The subtracted term is zero here. I keep it because $g$ measures a variance. If a long run shows a mean dipole well above its sampling noise, the run is too short or the phase is polar, and the isotropic formula should not be used.

**Q:** Equation (5) has $E_c$, while your definition has $E$. Which surroundings make them equal?

**A:** Conducting ones. The last term of equation (2) vanishes, $E=E_c$, and comparison of equations (1) and (5) gives

$$\varepsilon=1+\frac{\langle M^2\rangle-|\langle\mathbf M\rangle|^2}{3\varepsilon_0Vk_BT}\qquad\text{(conducting)}. \tag{6}$$

**Q:** And with vacuum outside? I suppose a small correction.

**A:** It is a different formula, and for a strongly polar liquid the difference is large. Put $P=\varepsilon_0gE_c$ into equation (2):

$$E=E_c\left(1-\frac{g}{2\varepsilon'+1}\right).$$

The definition requires $(\varepsilon-1)E=gE_c$. Dividing by $E$,

$$\varepsilon-1=\frac{g}{1-g/(2\varepsilon'+1)}.$$

Taking reciprocals separates the liquid from its surroundings:

$$\frac1g=\frac1{\varepsilon-1}+\frac1{2\varepsilon'+1}. \tag{7}$$

Over a common denominator the numerator is $(2\varepsilon'+1)+(\varepsilon-1)=2\varepsilon'+\varepsilon$, so

$$g=\frac{(\varepsilon-1)(2\varepsilon'+1)}{2\varepsilon'+\varepsilon}. \tag{8}$$

For vacuum, $\varepsilon'=1$,

$$\frac{\langle M^2\rangle}{3\varepsilon_0Vk_BT}=\frac{3(\varepsilon-1)}{\varepsilon+2},\qquad \varepsilon=\frac{1+2g/3}{1-g/3}. \tag{9}$$

The second form follows from $g(\varepsilon+2)=3\varepsilon-3$, which rearranges to $\varepsilon(3-g)=3+2g$.

**Q:** So is $\varepsilon$ a property of the liquid or of your boundary?

**A:** Of the liquid, once the cell is large enough for bulk behaviour. What the boundary changes is $\langle M^2\rangle$, and the formula compensates. This can be seen without applying a field. By equation (4), the boundary multiplies the tin-foil distribution of $\mathbf M$ by $\exp\{-\beta M^2/[2\varepsilon_0V(2\varepsilon'+1)]\}$. Suppose the tin-foil distribution is Gaussian, $\exp(-M^2/2\sigma^2)$, with variance $\sigma^2$ per component. The product is again Gaussian, and its variance $\sigma'^2$ obeys

$$\frac1{\sigma'^2}=\frac1{\sigma^2}+\frac{1}{\varepsilon_0Vk_BT(2\varepsilon'+1)}.$$

Since $\langle M^2\rangle=3\sigma^2$, equation (5) says $g=\sigma^2/(\varepsilon_0Vk_BT)$. Multiplying through by $\varepsilon_0Vk_BT$ gives $1/g'=1/g_{\rm tinfoil}+1/(2\varepsilon'+1)$. With $g_{\rm tinfoil}=\varepsilon-1$, this is equation (7).

**Q:** The Gaussian is an assumption. A rigid dipole has fixed length, so $M$ cannot exceed $N\mu$.

**A:** True, and a finite cell shows corrections. Many weakly correlated regions make the distribution approach a Gaussian near its centre; a small cell does so less well.

I sampled 64 interacting rigid rotors on a cubic lattice of spacing $b$, with $\mu^2/(4\pi\varepsilon_0b^3k_BT)=0.50$. This is a rotator crystal rather than a liquid, but the derivation uses no liquid positions, and cubic symmetry supplies the equal variances. The results were:

| surroundings | $g$ | $\varepsilon$ from fluctuations |
|---|---|---|
| conducting | $3.273\pm0.013$ | 4.27 |
| $\varepsilon'=4$ | $2.407\pm0.009$ | 4.29 |
| vacuum | $1.583\pm0.006$ | 4.35 |

The uncertainties are standard errors of $g$. I also applied a field and obtained $\varepsilon$ from its definition: 4.24 with conducting boundaries and 4.30 with vacuum, where the Maxwell field was found by subtracting $P/(3\varepsilon_0)$. These fields brought $P$ to about 0.10 and 0.075 of full alignment, where saturation already lowers $\varepsilon$ by roughly 0.02 and 0.01. All five values lie within 3% of one another, although $g$ changes by a factor of two. Using $1+g$ on the vacuum data would give 2.58. These are values for a 64-rotor cell, not bulk values: with 216 rotors the conducting result rises to about 4.36, a shift of 2%.

**Q:** But 4.35 against 4.27 looks like more than noise.

**A:** In part it is. By equation (7) the conducting value predicts a vacuum strength of $1/(1/3.273+1/3)=1.565$, while the sampled value is $1.583\pm0.006$. The prediction inherits an error of $(1.565/3.273)^2\times0.013\approx0.003$, so the gap is between two and three combined standard errors. If it is real, its origin is fixed by the argument above: the surface factor multiplies the tin-foil distribution exactly in a cell of any size, and a Gaussian would then obey equation (7) exactly. Whatever part of the gap is not noise therefore comes from the non-Gaussian shape of the distribution in this small cell. Reweighting a longer conducting run by the surface factor gives a vacuum strength of $1.575\pm0.002$, or $\varepsilon\approx4.32$. About half of the gap is thus real, and the rest is sampling noise.

**Q:** Is there a regime in which the boundary may be ignored?

**A:** When $g\ll1$. Expanding the expression before equation (7),

$$\varepsilon-1=g+\frac{g^2}{2\varepsilon'+1}+\dots,$$

so the surroundings enter at second order. If the dipoles are also uncorrelated, then $\langle M^2\rangle=N\mu^2$, and with number density $\rho=N/V$ the leading term is $\varepsilon-1=\rho\mu^2/(3\varepsilon_0k_BT)$, the result for a dilute polar gas.

The opposite limit is more troublesome. In vacuum,

$$g=\frac{3(\varepsilon+2)-9}{\varepsilon+2}=3-\frac{9}{\varepsilon+2}.$$

However polar the liquid, $g$ stays below 3, so the conducting formula applied to vacuum fluctuations would report less than 4. The correct inversion is delicate too. From $\varepsilon+2=9/(3-g)$,

$$\frac{d\varepsilon}{dg}=\frac{9}{(3-g)^2}=\frac{(\varepsilon+2)^2}{9}. \tag{10}$$

A small sampling error in $g$ becomes a large one in $\varepsilon$. A short run or a small cell may even give $g>3$, and equation (9) then returns a negative number.

**Q:** Put numbers to that, for a liquid somebody uses.

**A:** Take the rough regime of dimethylformamide, a solvent for precursor inks: 512 molecules in a cube of edge 4.0 nm at 300 K, hence $\rho=8.00\ \mathrm{nm^{-3}}$. Each carries an effective dipole of 5.0 D. I choose a root-mean-square cell dipole of 140 D under conducting boundaries. It is an input, not the outcome of a simulation of this solvent.

With $1\ \mathrm D=3.336\times10^{-30}$ C m, $\langle M^2\rangle=2.18\times10^{-55}\ \mathrm{C^2m^2}$. The volume is $6.40\times10^{-26}\ \mathrm{m^3}$ and $k_BT=4.14\times10^{-21}$ J, so $3\varepsilon_0Vk_BT=7.04\times10^{-57}\ \mathrm{C^2m^2}$. The ratio is $g=30.97$, and $\varepsilon=31.97$, or about 32.

For the same liquid in vacuum, equation (9) gives $g=3\times30.97/33.97=2.735$. At fixed $V$ and $T$ the cell dipole scales as $\sqrt g$:

$$M_{\rm rms}=140\sqrt{\frac{2.735}{30.97}}=41.6\ \mathrm D.$$

The wrong formula would turn this into $\varepsilon=3.74$.

The energy explains the suppression. A cell dipole of 140 D costs $M^2/(6\varepsilon_0V)=0.400$ eV in vacuum. Dividing by $k_BT$ gives $g/2$ with the conducting $g$, or 15.49, so such a dipole becomes very rare.

**Q:** And the sampling error?

**A:** For a Gaussian component $x$ of variance $\sigma^2$, $\langle x^4\rangle=3\sigma^4$, so $x^2$ has variance $3\sigma^4-\sigma^4=2\sigma^4$. With $n$ independent snapshots and three components there are $3n$ such squares. The relative standard error of $\langle M^2\rangle$ is therefore $\sqrt{2/(3n)}$. For $n=10000$ it is 0.82%.

Under conducting boundaries the standard error of $\varepsilon$ is 0.82% of 30.97, or 0.25. In vacuum the slope (10) is 128.2, and the error is $128.2\times2.735\times0.0082\approx2.9$. That is 9% of $\varepsilon$, against 0.8% with a conductor. The comparison holds the number of independent snapshots fixed; the simulation time needed to collect them may differ between the two boundaries.

**Q:** Does $\varepsilon=32$ mean that neighbouring dipoles line up?

**A:** Not by itself. Under conducting boundaries $\langle M^2\rangle/(N\mu^2)=140^2/(512\times5^2)=1.531$, which looks like appreciable alignment. But this ratio depends on the surroundings. A more natural choice is to surround the sphere by its own liquid, $\varepsilon'=\varepsilon$. The ratio $\langle M^2\rangle/(N\mu^2)$ is then the Kirkwood factor $g_K$, and equation (8) becomes

$$\frac{(\varepsilon-1)(2\varepsilon+1)}{3\varepsilon}=\frac{\rho\mu^2g_K}{3\varepsilon_0k_BT}. \tag{11}$$

Relative to the conducting case, where the left side is $\varepsilon-1$, the ratio is multiplied by $(2\varepsilon+1)/(3\varepsilon)=0.677$. So $g_K=0.677\times1.531=1.037$. This factor adds up the alignment of a molecule with all the others, near and far. For the chosen numbers that sum nearly vanishes. It does not follow that nearest neighbours are unaligned, because their contribution may be cancelled by molecules further out.

**Q:** Real molecules are not rigid dipoles. How far can I trust 32 for the solvent?

**A:** As a model value of plausible size. The measured constant of dimethylformamide at room temperature is roughly 40. Rigidity is the assumption most clearly broken. The molecule alone has a dipole of roughly 4 D; the 5 D stands in for the extra moment induced by its neighbours. With 4.0 D and the same $g_K$, density and temperature, equation (11) gives 20.7. Within the rigid model, the choice of dipole thus moves the answer by about a third. A model with explicit electronic polarization may shift it by a different amount.

The electrons also respond directly to the applied field. For a rough polarizability volume $\alpha=0.008\ \mathrm{nm^3}$, let the local field be $E+P/(3\varepsilon_0)$, as on a cubic lattice. Then $P=4\pi\varepsilon_0\rho\alpha[E+P/(3\varepsilon_0)]$. Solving for $P$ gives

$$\varepsilon_\infty=1+\frac{4\pi\rho\alpha}{1-4\pi\rho\alpha/3}=2.10.$$

If the fluctuations of the total cell dipole, induced part included, are left unchanged, this adds about 1.1 to $\varepsilon$, or 3%. That is the reading I intend, since the 5.0 D already contains an induced part. If the 140 D were the permanent part alone, the same local field would enlarge the cell dipole by $1/(1-4\pi\rho\alpha/3)=1.37$ and its mean square by 1.87, a far larger change. These factors, like the 2.10, are exact for a cubic lattice only; a disordered arrangement at the same density can give somewhat larger ones. The electronic term is thus not independent of the dipole enhancement, and the two estimates should not be combined as separate corrections.

A warm ink changes the value as well: at 373 K, with density and $g_K$ held fixed, equation (11) gives 25.8. Thermal expansion reduces $\rho$ and, at the same $g_K$, would lower this further. Dissolved ions in a real ink carry current, which this model omits and which I have not sized.

**Q:** You also used classical statistics and a weak field.

**A:** For the first, consider a molecule librating harmonically at roughly $100\ \mathrm{cm^{-1}}$. Its quantum is $x=\hbar\omega/(k_BT)=0.480$. Half of the mean energy $\tfrac12\hbar\omega\coth(x/2)$ is potential energy, so the variance of the coordinate exceeds the classical one by the factor $(x/2)\coth(x/2)\approx1+x^2/12$. The excess is 1.91%. The static displacement of a harmonic coordinate is force divided by stiffness, in quantum and classical mechanics alike. Inserting quantum variances into equation (5) would therefore overstate this librational part of the response by about 2%.

For the second, complete alignment would give $\rho\mu=13.34\ \mathrm{\mu C/cm^2}$. The linear law reaches a tenth of that at

$$E=\frac{0.1\,\rho\mu}{\varepsilon_0(\varepsilon-1)}=0.487\ \mathrm{MV/cm}.$$

Even there the effect of the fixed dipole length is small. A Langevin estimate for a dipole in the cavity field gives a departure from linearity of about 0.5%, and 10% is reached only near 2 MV/cm. Up to this field, linear response is a good approximation for this model. The estimate does not cover conduction or breakdown, which may limit a real liquid first.

## Values computed for the example and the checks

```
SURFACE TERM, energies in dipole^2/(4 pi eps0 L^3)
Ewald tin-foil energy: -137.36908
direct spherical-sum energy: -133.17249
difference, direct minus Ewald: 4.19659
surface formula M^2/(6 eps0 V): 4.19660
ROTOR CRYSTAL, dimensionless
rotors: 64; replicas: 1000; coupling: 0.50
g conducting: 3.273 +/- 0.013
g vacuum: 1.583 +/- 0.006
g for eps_out=4: 2.407 +/- 0.009
eps, conducting fluctuations: 4.27
eps, conducting applied field: 4.24
eps, vacuum fluctuations: 4.35
eps, vacuum applied field: 4.30
eps, eps_out=4 fluctuations: 4.29
wrong use of 1+g on vacuum data: 2.58
SOLVENT MODEL
temperature: 300 K; molecules: 512
box edge: 4.0 nm; volume: 64.0 nm^3
number density: 8.00 nm^-3
molecular dipole: 5.0 D
rms cell dipole, conducting: 140.0 D
g conducting: 30.97; dielectric constant: 31.97
g vacuum: 2.735
rms cell dipole, vacuum: 41.6 D
wrong use of 1+g on vacuum data: 3.74
surface energy at 140 D: 0.400 eV
same surface energy over kB T: 15.49
<M^2>/(N mu^2), conducting: 1.531
Kirkwood factor g_K: 1.037
independent snapshots: 10000
relative standard error of <M^2>: 0.82 %
vacuum slope d eps/d g: 128.2
standard error of eps, conducting: 0.25
standard error of eps, vacuum: 2.86
NEGLECTED EFFECTS, rough inputs
polarizability volume: 0.008 nm^3
electronic dielectric constant: 2.10
eps with bare dipole 4.0 D, same g_K: 20.7
eps at 373 K, same density and g_K: 25.8
libration wavenumber: 100 cm^-1
libration quantum over kB T: 0.480
quantum excess of variance: 1.91 %
full-alignment polarization: 13.34 uC/cm2
field for one tenth of it, linear law: 0.487 MV/cm
```
